# Why Ideal Parallel Conductors Obey LC = με

Suppose the capacitances of a bundle of wires come from one calculation and the inductances from another, made with slightly different shapes. A line model built from the two can then break Maxwell's equations. If every inductance is 20 % too low, signals run $1/\sqrt{0.8}=1.12$ times as fast as light in the dielectric. If the errors differ from entry to entry, the model gives different speeds to different voltage patterns, and a pulse on one wire can produce spurious crosstalk further along. The two matrices are not independent data, and these notes find the relation between them.

## 1. One round wire in a round shield

Let a wire of radius $a$ lie on the axis of a shield of inner radius $b$, with permittivity $\varepsilon$ and permeability $\mu$ between them. With charge $q$ per length, Gauss's law gives $E_r=q/(2\pi\varepsilon r)$, so

$$V=\int_a^b E_r\,dr=\frac{q}{2\pi\varepsilon}\ln\frac ba,\qquad C=\frac qV=\frac{2\pi\varepsilon}{\ln(b/a)} .$$

With current $I$ on the wire's surface, Ampère's law gives $B_\varphi=\mu I/(2\pi r)$. The flux per length between wire and shield is

$$\psi=\int_a^b B_\varphi\,dr=\frac{\mu I}{2\pi}\ln\frac ba,\qquad L=\frac{\psi}{I}=\frac{\mu}{2\pi}\ln\frac ba .$$

The logarithm cancels in $LC=\mu\varepsilon$. The question is whether this is an accident of round symmetry.

## 2. Any number of wires, any shape

**Assumptions.** The conductors are uniform along $z$. One isotropic, linear, dispersionless medium fills the space between them. The metal is ideal: no electric field and no time-varying magnetic flux enters it. Static flux trapped in the metal is left out. "Lossless" alone would not be enough, as section 6 shows. Conductor 0 is the reference and, for now, encloses the wires $1,\dots,N$.

**Two potentials.** Look for fields with $E_z=B_z=0$. The $z$ component of Faraday's law says that $\mathbf E$ has no curl in the cross-section. Its circulation around each wire also vanishes, because tangential $\mathbf E$ is zero on the metal. Hence $\mathbf E=-\nabla\phi$ with single-valued $\phi$, where $\nabla$ acts in the $xy$ plane. Gauss's law gives $\nabla^2\phi=0$.

Since $\nabla\cdot\mathbf B=0$ and no flux leaves any wire, we can also write

$$\mathbf B=\nabla A\times\hat{\mathbf z}=(\partial_yA,\,-\partial_xA),$$

with single-valued $A$. The $z$ component of Ampère's law has neither conduction nor displacement current in the dielectric, so

$$0=\partial_xB_y-\partial_yB_x=-\nabla^2A .$$

**Boundary values.** Let $\mathbf n$ point out of the metal, and let $\mathbf s=\hat{\mathbf z}\times\mathbf n=(-n_y,n_x)$ be the counterclockwise tangent on a wire. Then

$$\mathbf B\cdot\mathbf n=n_x\partial_yA-n_y\partial_xA=\partial_sA,\qquad
\mathbf B\cdot\mathbf s=-n_y\partial_yA-n_x\partial_xA=-\partial_nA .$$

Normal $\mathbf B$ vanishes on ideal metal, so $A$ is constant on each conductor. So is $\phi$, because tangential $\mathbf E$ vanishes. Both potentials therefore solve the same boundary-value problem.

**Voltage and flux linkage.** Let $V_i=\phi_i-\phi_0$ and $\psi_i=A_i-A_0$. The transverse components of Faraday's law are $\partial_zE_y=\partial_tB_x$ and $\partial_zE_x=-\partial_tB_y$. Inserting the potentials gives

$$\nabla(\partial_z\phi+\partial_tA)=0\quad\Rightarrow\quad \partial_zV_i=-\partial_t\psi_i .$$

So $\psi_i$ is the flux per length between wire $i$ and the reference, with the sign that circuit theory needs.

**One geometric matrix.** Let $u_j$ be the harmonic function equal to 1 on wire $j$ and 0 on all other conductors. Define

$$\Gamma_{ij}=-\oint_i\partial_nu_j\,dl .$$

Green's identity over the dielectric, whose outward normal is $-\mathbf n$, gives

$$\int\nabla u_i\cdot\nabla u_j\,dS=-\oint_{\text{all metal}}u_i\,\partial_nu_j\,dl=\Gamma_{ij},$$

since $u_i$ is 1 on wire $i$ and 0 elsewhere on the metal. Thus $\Gamma$ is symmetric. Moreover $x^T\Gamma x=\int|\nabla\sum_jx_ju_j|^2dS$ vanishes only if the sum is constant. That constant is zero, its value on the reference, so every $x_j=0$. Hence $\Gamma$ is positive definite and has an inverse.

**Capacitance.** A harmonic function is fixed by its boundary values, so $\phi-\phi_0=\sum_jV_ju_j$. Gauss's law gives

$$q_i=\varepsilon\oint_i\mathbf E\cdot\mathbf n\,dl=-\varepsilon\oint_i\partial_n\phi\,dl=\varepsilon\sum_j\Gamma_{ij}V_j,\qquad C=\varepsilon\Gamma .$$

**Inductance.** In the same way $A-A_0=\sum_j\psi_ju_j$, and Ampère's law gives

$$I_i=\frac1\mu\oint_i\mathbf B\cdot\mathbf s\,dl=-\frac1\mu\oint_i\partial_nA\,dl=\frac1\mu\sum_j\Gamma_{ij}\psi_j .$$

So $I=\Gamma\psi/\mu$. Because $L$ is defined by $\psi=LI$, it contains the inverse: $L=\mu\Gamma^{-1}$. Therefore

$$\boxed{LC=\mu\Gamma^{-1}\,\varepsilon\Gamma=\mu\varepsilon\,\mathbf 1=CL}$$

The shape sits in $\Gamma$ and cancels.

**Limit: the coaxial line.** Here $u=\ln(b/r)/\ln(b/a)$ and $-\partial_ru|_a=1/[a\ln(b/a)]$. Multiplying by $2\pi a$ gives $\Gamma=2\pi/\ln(b/a)$, which returns both results of section 1.

**Limit: two equal wires, placed symmetrically.** Let $L$ have diagonal $L_s$ and off-diagonal $L_m$, and let $C$ have $C_s$ and $-C_m$. The theorem gives two equations:

$$L_sC_s-L_mC_m=\mu\varepsilon,\qquad L_mC_s-L_sC_m=0 .$$

The second says $L_m/L_s=C_m/C_s$. Inserting it in the first gives $L_s=\mu\varepsilon\,C_s/(C_s^2-C_m^2)$, which exceeds $\mu\varepsilon/C_s$ when the wires couple. The relation holds between matrices, not entry by entry. The reason is physical: $C_s$ is measured with the other wire at zero voltage, $L_s$ with the other wire at zero current.

## 3. No enclosing shield

If the reference is one wire among others in open space, require zero total charge and zero total current. Both potentials then stay bounded at infinity: the term $\ln r$, which carries the net source, is absent. Take the $u_j$ bounded as well. Each $u_j$ is then a constant plus terms that fall at least as fast as $1/r$, and its gradient falls at least as fast as $1/r^2$ with no net flux through a large circle. In the extra boundary term of Green's identity the constant therefore drops out. The rest, taken over a circle of length $2\pi r$, falls at least as fast as $1/r^2$ and vanishes. The rest of section 2 is unchanged.

**Test on two round wires.** Place line charges $+q$ at $x=-f$ and $-q$ at $x=f$. With distances $r_\pm$ to them, $\phi=(q/2\pi\varepsilon)\,\tau$ where $\tau=\ln(r_-/r_+)$. Squaring $r_-=e^\tau r_+$ gives

$$(x-f)^2+y^2=e^{2\tau}\left[(x+f)^2+y^2\right]\ \Rightarrow\ (x+f\coth\tau)^2+y^2=\frac{f^2}{\sinh^2\tau}.$$

Equipotentials are circles. Let one wire, of radius $a$, have $\tau=\tau_a$ and the other, of radius $b$, have $\tau=-\tau_b$. Then $f=a\sinh\tau_a=b\sinh\tau_b$, and the distance between centres is $d=a\cosh\tau_a+b\cosh\tau_b$. Using $\cosh^2-1=\sinh^2$,

$$d^2-a^2-b^2=2f^2+2ab\cosh\tau_a\cosh\tau_b=2ab\cosh(\tau_a+\tau_b),$$

because $f^2=ab\sinh\tau_a\sinh\tau_b$. Since $V=q(\tau_a+\tau_b)/(2\pi\varepsilon)$,

$$C=\frac{2\pi\varepsilon}{\operatorname{arccosh}\left[(d^2-a^2-b^2)/(2ab)\right]} .$$

For $a=1$, $b=2$, $d=5$ the argument is $20/4=5$, and $\varepsilon/C=0.36485$. The inductance was found separately. Line currents inside each wire were adjusted until the normal magnetic field vanished on both surfaces, with totals $+1$ and $-1$, and the flux through the gap was integrated. This gave $L/\mu=0.36485$, as the theorem demands.

## 4. What the relation does to signals

Charge conservation gives $\partial_zI=-\partial_tq=-C\,\partial_tV$, and section 2 gave $\partial_zV=-L\,\partial_tI$. Differentiate the latter in $z$ and insert the former:

$$\partial_z^2V=-L\,\partial_t\partial_zI=LC\,\partial_t^2V=\mu\varepsilon\,\partial_t^2V .$$

Every combination of voltages travels at $v=1/\sqrt{\mu\varepsilon}$. For a forward wave $V(t-z/v)$, the first-order equation reads $-V'/v=-LI'$. Apart from static parts, $V=vLI$, so the impedance matrix is $vL$. If a forward wave starts with voltage on wire 1 alone, and nothing is reflected, the other wires stay at zero voltage all along the line, although they carry current.

## 5. Three unlike wires in a frame

Three copper lines lie in a grounded frame with inner size 16 µm × 8 µm, filled with $\kappa=\varepsilon/\varepsilon_0=2.7$ and $\mu=\mu_0$. Wire 1 is a square of side 2 µm. Wire 2 is stepped: 1.2 µm wide below and 2.0 µm above, each part 1 µm high. Wire 3 is 3 µm wide and 1 µm high. Their tops are level at a height of 5 µm.

To make the comparison a real test, $L$ was not obtained from $\Gamma$. The electric problem fixed $\phi$ on the metal and summed the charge. The magnetic problem sought a curl-free $\mathbf H$ with given circulation around each wire and no normal component on metal, then took the flux through a cut from wire to frame.

**Bounds.** A trial potential $\phi+\delta$, with $\delta=0$ on metal, has

$$\varepsilon\int|\nabla(\phi+\delta)|^2dS=V^TCV+\varepsilon\int|\nabla\delta|^2dS .$$

The cross term vanishes by Green's identity. The grid energy used here is exactly that of a trial potential that is linear on each triangle when every square cell is cut along a diagonal, so $C_h\ge C$ in the sense of quadratic forms. Likewise the grid's magnetic field, constant on each triangle, is curl-free with the right circulation, so it has the form $\mathbf H-\nabla\eta$. Its cross term vanishes because $\mathbf H$ has no divergence and no normal component on metal. The true field has $\mu\int|\mathbf H|^2dS=\psi^T\Gamma\psi/\mu=\psi^TI=I^TLI$, so $L_h\ge L$.

Inversion reverses the order of positive matrices, so $L_h\ge\mu\varepsilon C^{-1}\ge\mu\varepsilon C_h^{-1}$. The eigenvalues of $L_hC_h/(\mu\varepsilon)$ must therefore approach 1 from above. The largest excess was 0.0367, 0.0145 and 0.0057 at steps of 0.2, 0.1 and 0.05 µm.

The ratios are about 2.5. At a protruding metal corner the dielectric fills 270°, the potential varies as $r^{2/3}$ and the field as $r^{-1/3}$. The energy within one step $h$ of the corner scales as $\int_0^hr^{-2/3}r\,dr\propto h^{4/3}$, and $2^{4/3}=2.52$. Extrapolating each matrix with this power changed $C_{11}$ by 0.18 % and $L_{11}$ by 0.14 % from the finest grid, and gave

$$C=\begin{pmatrix}126.8&-39.8&-0.43\\-39.8&131.9&-37.8\\-0.43&-37.8&121.0\end{pmatrix}\frac{\text{fF}}{\text{mm}},\quad
L=\begin{pmatrix}264.6&87.9&28.4\\87.9&279.3&87.6\\28.4&87.6&275.7\end{pmatrix}\frac{\text{pH}}{\text{mm}} .$$

**Arithmetic.** Since $1\ \text{pH}\cdot\text{fF}=10^{-3}\ \text{ps}^2$, the unrounded entries give

$$(LC)_{11}=(33548-3494-12)\times10^{-3}=30.04\ \text{ps}^2/\text{mm}^2,$$
$$(LC)_{12}=(-10518+11592-1073)\times10^{-3}=0.00\ \text{ps}^2/\text{mm}^2,$$

where the last sum is taken before rounding its terms. The expected diagonal is $\kappa/c^2=30.04\ \text{ps}^2/\text{mm}^2$. Over all entries, $LC/(\mu\varepsilon)$ differs from the identity by at most $4\times10^{-6}$. The delay is $\sqrt{30.04}=5.48$ ps/mm, and the diagonal entries of $vL$ are 48, 51 and 50 Ω.

**Reading the entries.** The scalar shortcut $\mu\varepsilon/C_{11}$ gives 236.9 pH/mm, 10 % below $L_{11}$. The distant pair is more striking: $C_{13}$ is tiny, $L_{13}$ is not. Setting $(LC)_{13}=0$ gives

$$L_{13}=-\frac{L_{11}C_{13}+L_{12}C_{23}}{C_{33}}=\frac{113+3321}{121.0}=28.4\ \text{pH/mm}.$$

Some 97 % of this sum is the term with wire 2, but that is bookkeeping, not the cause of $L_{13}$: with wire 2 removed, $L_{13}$ is still about 20 pH/mm, while $C_{13}$ grows to about $-7.7$ fF/mm. At zero voltage that wire screens the outer pair electrically; at zero net current it does not hold its flux linkage at zero.

**Other shapes.** Moving every metal wall back by 0.2 µm, with the dielectric filling the new space, lowers $C_{11}$ to 101.4 fF/mm and raises $L_{11}$ to 323.2 pH/mm. Each changes by at least 20 %, yet $LC/(\mu\varepsilon)$ differs from the identity by only about $10^{-5}$.

## 6. Where it fails

**Layers.** If $\varepsilon$ varies over the cross-section, $A$ obeys the same equation as before and $L$ is unchanged, while $C$ changes. The modes then have small longitudinal fields, and the line equations hold approximately, for wavelengths long compared with the cross-section. A capping layer with $\kappa=5$, 0.2 µm thick, was placed across the frame on the wire tops. The eigenvalues of $c^2LC$, all 2.700 before, became 2.78, 2.83 and 2.86. The cap changes the field exponent at the upper corners of the wires, so extrapolating with the power $4/3$ is not exact here: it gives 2.8653 for the largest eigenvalue, about 0.001 above the converged value. Delays rise by 1.5 to 3.0 %, and the slowest mode trails the fastest by 0.08 ps/mm.

**Current inside the metal.** Compare the ideal field $\mathbf H_0$ with the field $\mathbf H_0+\mathbf h$ of the same total currents spread through the wires, keeping the frame ideal. With $A_0$ now the potential of the ideal field, set to zero on the frame, the cross term is

$$\mu\int\mathbf H_0\cdot\mathbf h\,dS=\int A_0\,\delta J\,dS=\sum_iA_{0,i}\,\delta I_i=0,$$

because $A_0$ is constant across each wire and no total current changes. The energy therefore rises by $\tfrac12\mu\int|\mathbf h|^2dS$, and so does the inductance. For uniform current $L_{11}$ becomes 331 pH/mm, and the eigenvalues of $c^2LC$ run from 3.1 to 3.8. These do not give signal speeds, since resistance matters here. With $\rho=2$ µΩ cm, wire 1 has $R=\rho/(4\ \text{µm}^2)=5.0$ Ω/mm, which equals $\omega L_{11}$ at 2.4 GHz.

**Thin skin.** At higher frequency, with time factor $e^{j\omega t}$, the field in the metal is $H_0e^{-(1+j)x/\delta}$, where $\delta=\sqrt{\rho/(\pi f\mu)}$. The flux under the surface, and the surface field that drives it, are

$$\int_0^\infty\mu H\,dx=\frac{\mu H_0\delta}{1+j}=\frac{\mu H_0\delta}{2}(1-j),\qquad E_z=j\omega\,\frac{\mu H_0\delta}{2}(1-j)=\omega\,\frac{\mu H_0\delta}{2}(1+j).$$

To first order in $\delta$, the added inductance $\Delta L$ is that of walls moved back by $\delta/2$. The equal real and imaginary parts of $E_z$ give $R=\omega\Delta L$. The moved walls of section 5 thus stand for $\delta=0.4$ µm, reached near 32 GHz. There the rule gives $\Delta L_{11}\approx60$ pH/mm, roughly 20 % of $L_{11}$, and $R_{11}\approx12$ Ω/mm, frame included. A skin of 0.4 µm is not thin against these wires, so these values are estimates. For an isolated round wire of radius 1 µm at this $\delta$, moving the wall by the full $\delta/2$ overstates the added inductance by 17 to 18 % and understates the resistance by 7 %, relative to the full solution. The sign of the resistance error depends on the shape. For the present layout with a thick copper frame, the full eddy-current solution gives $\Delta L_{11}\approx52$ pH/mm, still about 20 % of $L_{11}$, and $R_{11}\approx11.3$ Ω/mm, both below the rule.

**Lossless but penetrated.** In a superconductor whose surface field decays as $H_0e^{-x/\lambda}$, the flux under the surface is $\mu H_0\lambda$. It is in phase with $H_0$, so it adds inductance without resistance. In this ideal description the line is lossless, yet $LC$ exceeds $\mu\varepsilon$. A real superconductor above zero temperature keeps a small loss at signal frequencies.

**Beside real wiring.** The example resembles thick upper-level copper lines, with $\kappa$ roughly that of an organosilicate low-k glass; $\rho$ and the cap's $\kappa$ are also rough. Silica, with $\kappa$ near 4, would raise the delay by a factor $\sqrt{4/2.7}=1.2$. The closed frame idealizes separate power and ground wires, and the effect of its openings was not computed. At 32 GHz field penetration adds roughly 20 % to $L_{11}$, while the cap raises the eigenvalues of $LC$ by only 3 to 6 %. The dielectric loss ratio $G/(\omega C)$, an assumed value of roughly 0.01, is small beside the metal's $R_{11}/(\omega L_{11})$ of roughly 0.2. The lowest mode with a longitudinal magnetic field starts at 5.3 THz, far above this range. The model does not suit narrow lower-level wires. A section of 50 nm × 100 nm, even at the same resistivity, has 4 kΩ/mm, while $\omega L$ at 32 GHz is about 50 Ω/mm if $L$ is similar. At this frequency inductance hardly matters in such a wire, though in a uniform dielectric and an ideal frame $\mu\varepsilon C^{-1}$ is still a lower bound on the inductance, by the energy argument above.

The full set of values is in the numerical output below.

## Computed results

```
frame 16.0 x 8.0 um, kappa = 2.7
wire 1 block: x 3.0 to 5.0 um, y 3.0 to 5.0 um
wire 2 block: x 7.0 to 8.2 um, y 3.0 to 4.0 um
wire 2 block: x 6.6 to 8.6 um, y 4.0 to 5.0 um
wire 3 block: x 10.0 to 13.0 um, y 4.0 to 5.0 um
C (fF/mm) row 1:   126.807   -39.759    -0.429
C (fF/mm) row 2:   -39.759   131.911   -37.798
C (fF/mm) row 3:    -0.429   -37.798   121.003
L (pH/mm) row 1:   264.556    87.874    28.387
L (pH/mm) row 2:    87.874   279.317    87.563
L (pH/mm) row 3:    28.387    87.563   275.724
L C (ps^2/mm^2) row 1:    30.041     0.000    -0.000
L C (ps^2/mm^2) row 2:     0.000    30.042     0.000
L C (ps^2/mm^2) row 3:    -0.000     0.000    30.041
mu eps = 30.042 ps^2/mm^2
speed = 1.8245e+08 m/s, delay = 5.481 ps/mm
largest entry of |LC/(mu eps) - 1|, extrapolated: 3.6e-06
step 0.2 um: C11 128.273 fF/mm, L11 266.986 pH/mm, eig-1: 0.01282 to 0.03669
step 0.1 um: C11 127.386 fF/mm, L11 265.522 pH/mm, eig-1: 0.00507 to 0.01446
step 0.05 um: C11 127.037 fF/mm, L11 264.939 pH/mm, eig-1: 0.00201 to 0.00572
shift finest grid to extrapolated: C11 -0.181 %, L11 -0.145 %
self impedances v*L_ii (ohm): 48.27 50.96 50.31
walls moved back 0.2 um: C11 101.392 fF/mm, L11 323.163 pH/mm, LC error 1.0e-05
open round pair, radii 1.0, 2.0, distance 5.0: L/mu = 0.3648518, eps/C = 0.3648518
cap layer kappa 5.0, y 5.0 to 5.2 um:
  effective kappa of modes: 2.7813 2.8280 2.8653
  same without cap layer:   2.7000 2.7000 2.7000
uniform current, L_ii (pH/mm): 330.57 363.20 334.86
  eigenvalues of L_dc C c^2: 3.1305 3.4988 3.8129
resistivity 2.0 uohm cm, wire 1 dc resistance 5.000 ohm/mm
wire 1: R_dc = omega L_dc at 2.407 GHz
skin depth 0.40 um at 31.66 GHz
  wire 1 added inductance 58.61 pH/mm = 22.15 % of L11
  wire 1 resistance with frame 11.660 ohm/mm
  rule/exact, round wire of 1 um radius: L 1.175, R 0.927
dielectric G/(omega C) = 0.01 (rough input), metal R/(omega L) = 0.2215
first non-TEM cutoff 5.295 THz (step 0.2 um: 5.301 THz)
```
